# Rate-constant derivatives from unperturbed kinetic Monte Carlo runs of epitaxial growth, part 2

How strongly does each process in surface growth influence an average result? Kinetic Monte Carlo runs at one set of rate constants can answer this. Events of class $j$ have rate constant $k_j$, in s$^{-1}$. In a run over a fixed window of length $t$, $N_j$ counts these events, and $A_j$ is the time integral of $k_j$ times the number of them available. The weight $W_j=N_j-A_j$ is the derivative of the logarithm of the path's probability density with respect to $\ln k_j$, at fixed path. Angle brackets average over paths. For an initial state independent of the rate constants, any path quantity $f$ obeys

$$\frac{\partial\langle f\rangle}{\partial\ln k_j}=\langle fW_j\rangle+\Big\langle\frac{\partial f}{\partial\ln k_j}\Big\rangle. \tag{10}$$

The weights satisfy

$$\langle W_j\rangle=0,\qquad\langle N_j\rangle=\langle A_j\rangle, \tag{15}$$

$$\langle W_iW_j\rangle=\delta_{ij}\langle N_j\rangle. \tag{16}$$

If $f$ does not contain $k_j$ explicitly, $S_j=\partial\langle f\rangle/\partial\ln k_j=\langle fW_j\rangle$ and

$$|S_j|\le\sqrt{\operatorname{Var}f\;\langle N_j\rangle}. \tag{18}$$

If $f$ depends on the final configuration alone,

$$\sum_jS_j=t\,\frac{d\langle f\rangle}{dt}. \tag{20}$$

The sample covariance $C_j$ of $f$ and $W_j$ over $M$ independent runs, with divisor $M-1$, is an unbiased estimate of $S_j$. With divisor $M$ its average is $(1-1/M)S_j$. The plain mean of $fW_j$, without centring, is also unbiased. Finite differences instead use $M/2$ independent runs at each of $\ln k_j\pm\eta$. Roughly,

$$\operatorname{Var}_{\rm FD}\approx\frac{4\operatorname{Var}f}{M(2\eta)^2}=\frac{\operatorname{Var}f}{M\eta^2},\qquad\frac{\operatorname{Var}_{\rm FD}}{\operatorname{Var}C_j}\approx\frac1{\eta^2\langle N_j\rangle}. \tag{27}$$

Two entries in the final numerical output check separate small examples. In one, atoms only arrive, their number $n$ is Poisson distributed with mean 1.5, and $f=1/(1+n)$. In the other, a single site is filled at 0.3 s$^{-1}$ and emptied at 0.5 s$^{-1}$ for 2 s, starting in its steady state. The derivative of its mean occupation with respect to the logarithm of the filling rate has a path part, given by $N_j-A_j$, and a part from the initial state.

### The model of the island

The example is the nucleation of a second layer on a small island on Al(100) at low temperature. On this surface an adatom moves mainly by exchange: it sinks into the surface layer and pushes one of its four supporting atoms up into the diagonally opposite hollow. The adatom position thus changes from $(x,y)$ to $(x\pm1,y\pm1)$ on the square lattice of fourfold hollows. The parity of $x+y$ is conserved, so each adatom stays on one of two checkerboard sublattices. Nearest neighbours lie on different sublattices. Two adatoms on the same sublattice therefore cannot become nearest neighbours by diffusion.

The island has $5\times5$ atoms and hence $4\times4$ hollow sites on top. It starts bare. There are three classes of events:

- Deposition has the rate constant $F$ for each of the 16 sites.
- Exchange has the rate constant $k_{\rm ex}$ for each diagonal direction that leads to an empty site on the terrace.
- Descent has the rate constant $k_{\rm de}$ for each diagonal direction that leads off the terrace. A corner site has three such directions and any other edge site has two.

A nearest-neighbour pair counts as a stable nucleus and ends the evolution. An atom that lands on an adatom is taken to slide down beside it and form a nucleus. The quantity of interest is $f=1$ if a nucleus has formed by time $t$ and $f=0$ otherwise, so that $\langle f\rangle=P$, the nucleation probability, and $\operatorname{Var}f=P(1-P)$.

The parameters are rough values: temperature $T=100$ K, $F=0.02$ ML/s, $t=10$ s, exchange barrier $E=0.25$ eV, additional barrier at the edge $E_s=0.02$ eV, and prefactor $\nu=10^{13}$ s$^{-1}$. With $k_BT=0.008617$ eV,

$$k_{\rm ex}=\nu e^{-E/k_BT}=2.52\ \text{s}^{-1},\qquad k_{\rm de}=\nu e^{-(E+E_s)/k_BT}=0.247\ \text{s}^{-1}. \tag{28}$$

Without a nucleus there are 1234 configurations, few enough to solve the master equation numerically. Central differences of that solution provide reference derivatives that do not use the weights $W_j$.

### One path, then many

In one recorded path no nucleus formed. The deposition integral was $16\times0.02\ \text{s}^{-1}\times10\ \text{s}=3.2$, and three atoms arrived, so $W_{\rm dep}=3-3.2=-0.2$. There were 19 exchange steps against an integral of 20.23, giving $W_{\rm ex}=-1.23$, and two descents against 1.72, giving $W_{\rm de}=0.28$. Numerical differentiation of the path density, built from waiting times and selection probabilities, gave the same three numbers. Over 40 paths the largest discrepancy was $6\times10^{-8}$.

From 300,000 runs the nucleation probability was $0.4237\pm0.0009$, and the master equation gives 0.4239. Here and below, the uncertainty is one standard error. The derivatives $S_j=\partial P/\partial\ln k_j$ are:

| Class | Covariance | Reference | $\langle N_j\rangle$ |
|---|---|---|---|
| deposition | $0.527\pm0.001$ | 0.529 | 2.55 |
| exchange | $0.025\pm0.004$ | 0.027 | 17.4 |
| descent | $-0.181\pm0.001$ | $-0.180$ | 1.35 |

The reference values add up to 0.376, which equals $t\,dP/dt$ as (20) requires. The sampled variances of the weights were 2.55, 17.5 and 1.35, in agreement with (16).

Deposition has the largest influence. Its relative form is $\partial\ln P/\partial\ln F=0.529/0.424=1.25$. For $F\to0$ at fixed window, a nucleus needs two arrivals, so $P\propto F^2$ and this number would tend to 2. The example is well outside that limit.

Exchange is by far the most frequent process, yet its influence is the smallest. The bound (18) would have allowed a magnitude of 2.06. Exchange lets adatoms on different sublattices meet: with deposition switched off, one such pair, started at $(1,1)$ and $(2,3)$ with coordinates running from 0 to 3, met within 10 s with probability 0.80. A pair started on the same sublattice, at $(1,1)$ and $(2,2)$, did not meet. Exchange also carries adatoms to the edge, where they can descend, and back to the inner sites. The derivative can be split by varying the rate constant of one kind of exchange move at a time in the master equation. Among the moves that form no nucleus, those from the four inner sites to the rim contribute $-0.053$ and the reverse moves $+0.054$, so these two nearly cancel. The moves that do form a nucleus, whatever their direction, together contribute 0.026, almost the whole derivative. One reason why this gain is small is that a nucleus can also form without exchange, when an atom lands beside or on an adatom: with exchange a hundred times slower, $P$ is still 0.36. If landings beside or on an adatom are removed from the master equation, so that these atoms are simply discarded, $P$ falls to 0.22 and the derivative for exchange rises to 0.048. Relative to $P$ it rises from 0.064 to 0.21. In absolute terms it remains small, so landings are only part of the explanation.

### Noise and finite-sample bias

Centring reduced the standard error for all three classes. For deposition the plain product has a standard error of 0.0016, against 0.0011 for the covariance. For exchange, independent finite-difference runs with $\eta=0.1$ and the same total number of runs gave $0.034\pm0.009$. The ratio of the variances was 6.0, and the estimate (27) gives $1/(0.01\times17.4)=5.7$.

To expose the bias at small $M$, the runs were divided into batches of ten. The mean of the batch covariances for deposition was $0.527\pm0.001$ with the divisor 9. With the divisor 10 it was 0.474, which is too small by the expected tenth.

A second quantity, the number of descents $N_{\rm de}$, depends on the whole path. Its derivative with respect to $\ln k_{\rm de}$ was $0.807\pm0.003$ by covariance, against the reference 0.797. This is a deviation of three standard errors, the largest among the derivatives compared here, and within the five allowed in the test. Since $\langle N_{\rm de}\rangle=\langle A_{\rm de}\rangle$ for all rate constants, the same derivative follows from $f=A_{\rm de}$, which depends explicitly on $k_{\rm de}$ with $\partial A_{\rm de}/\partial\ln k_{\rm de}=A_{\rm de}$. Equation (10) then gives

$$\frac{\partial\langle N_{\rm de}\rangle}{\partial\ln k_{\rm de}}=\langle A_{\rm de}W_{\rm de}\rangle+\langle A_{\rm de}\rangle=-0.544+1.345=0.801. \tag{29}$$

The covariance alone would have the wrong sign. The two estimates differ because $N_{\rm de}=A_{\rm de}+W_{\rm de}$: the first contains the sampled variance of $W_{\rm de}$, 1.351, where the second contains the sampled mean of $A_{\rm de}$, 1.345. By (15) and (16) these have the same expectation.

### The last interval

The integral $A_j$ must run to the end of the window, through the last interval in which nothing happens. Suppose it is stopped at the last event. Let $G\ge0$ be the omitted part of the deposition integral, so that the faulty weight is $W_{\rm dep}+G$. A run that ends in a nucleus has no such interval, so $fG=0$ in every run, and

$$\operatorname{Cov}(f,W_{\rm dep}+G)=S_{\rm dep}+\langle fG\rangle-\langle f\rangle\langle G\rangle=S_{\rm dep}-P\langle G\rangle. \tag{30}$$

The runs gave $\langle G\rangle=0.412$, so the derivative falls from 0.527 to $0.527-0.424\times0.412=0.352$. This is also the value found directly with the faulty weight. A mean weight that differs from zero by many standard errors reveals the fault.

### Barriers and temperature

Barriers and temperature act through the rate constants (28), so the chain rule combines the derivatives already found. Hold $\nu$, $F$ and $t$ fixed. Then $\partial\ln k/\partial E=-1/k_BT$ for both exchange and descent, while $E_s$ enters descent alone:

$$\frac{\partial P}{\partial E}=-\frac{S_{\rm ex}+S_{\rm de}}{k_BT},\qquad\frac{\partial P}{\partial E_s}=-\frac{S_{\rm de}}{k_BT}. \tag{31}$$

With the reference values these are $0.1525/0.008617\ \text{eV}=17.7$ eV$^{-1}$ and $0.1797/0.008617\ \text{eV}=20.9$ eV$^{-1}$. The simulations gave $18.0\pm0.4$ and $21.0\pm0.1$ eV$^{-1}$. For the temperature, $\partial\ln k_{\rm ex}/\partial T=E/k_BT^2$, and for descent $E$ is replaced by $E+E_s$. Thus

$$\frac{\partial P}{\partial T}=\frac{E\,S_{\rm ex}+(E+E_s)S_{\rm de}}{k_BT^2}=\frac{0.0068-0.0485}{0.8617}\ \text{K}^{-1}=-0.048\ \text{K}^{-1}, \tag{32}$$

and the simulations gave $-0.049\pm0.001$ K$^{-1}$. In this model a slight warming reduces second-layer nucleation, because the loss by descent outweighs the small gain from exchange.

These are local slopes. Raising $E$ by 0.01 eV changes $\ln k_{\rm ex}$ and $\ln k_{\rm de}$ by $-0.01/0.008617=-1.16$, which is not small. The linear estimate is then $P=0.60$, while a new solution of the master equation gives 0.56. For a barrier lower by 0.01 eV the two values are 0.25 and 0.24. The estimator is unbiased for the derivative, but that does not extend the range over which a straight line describes $P$.

### The model beside real growth

A temperature of 100 K is far below that of ordinary film growth and belongs to deposition on a cryogenically cooled substrate. The barriers are rough, and their uncertainty exceeds the 0.01 eV just considered, so the value $P=0.42$ is not a prediction for a real island. The assumption that growth breaks most plainly is the fixed island size. In 10 s about $20\times0.02\times10=4$ atoms land on the 20 sites along the island's edges, and 1.35 descend from its top on average. The island covers 25 site areas but has only 16 sites on top, so a further $9\times0.02\times10=1.8$ atoms arrive over its rim. If these slide down to the edge, the total is about 7 atoms, more than one new row of five. A terrace of $4\times5$ sites from the outset, with all other settings unchanged, gives $P=0.54$ instead of 0.42. Atoms that reach the island by diffusion on the lower terrace would enlarge it further.

Three other omissions have smaller estimated effects for these parameters. With a rough barrier of 0.5 eV, ordinary hops occur about $10^{-11}$ times per run. With a rough bond energy of 0.2 eV, a nucleus breaks up fewer than $2\times10^{-8}$ times. This bound depends exponentially on the bond energy: it is $2\times10^{-3}$ at 0.10 eV and 0.6 at 0.05 eV. Four of the eight exchange moves of a pair keep its atoms nearest neighbours, so a pair could also move without breaking, and this motion is not modelled. For tunnelling, the leading Wigner factor $1+(h\nu_b/k_BT)^2/24$ with a rough barrier frequency $\nu_b=3$ THz is 1.09. Applied to both exchange and descent, it changes $P$ by about $\ln(1.086)\times(0.027-0.180)=-0.013$. This covers the barrier mode only. The quantum correction of the vibration in the well is not included and can be larger at 100 K. For a single well mode of frequency $\nu_0$ it is $2\sinh(x/2)/x$ with $x=h\nu_0/k_BT$, which is 1.26 at 5 THz and 2.3 at 10 THz. Together with tunnelling these factors lower $P$ by about 0.05 and 0.15. The barriers should therefore be read as effective values that already contain such zero-point effects. Forces between adatoms that are not nearest neighbours, and motion of an atom just after it lands, are left out and have not been estimated. The numerical output below lists most of the values to more digits.

## Computed values

```
kT = 0.008617 eV; configurations without nucleus = 1234
rate constant deposition = 0.0200 1/s
rate constant exchange = 2.5151 1/s
rate constant descent = 0.2469 1/s
one path, deposition: N = 3, integral = 3.2000, W = -0.2000, numerical slope = -0.2000
one path, exchange: N = 19, integral = 20.2274, W = -1.2274, numerical slope = -1.2274
one path, descent: N = 2, integral = 1.7166, W = 0.2834, numerical slope = 0.2834
largest slope mismatch over 40 paths = 6.2e-08
Poisson mean 1.5, f=1/(1+n): <fW> = -0.294783, derivative = -0.294783
runs = 300000; nucleation probability: simulated 0.42370 +- 0.00090, master eq. 0.42386
dP/dln k deposition: covariance 0.52671 +- 0.00106, master eq. 0.52850
  raw product 0.52688 +- 0.00160; bound 0.7896
  mean W = 0.0004, var W = 2.5463, master-eq. mean count = 2.5533
dP/dln k exchange: covariance 0.02543 +- 0.00370, master eq. 0.02721
  raw product 0.02057 +- 0.00459; bound 2.0642
  mean W = -0.0115, var W = 17.4655, master-eq. mean count = 17.4486
dP/dln k descent: covariance -0.18067 +- 0.00096, master eq. -0.17972
  raw product -0.18021 +- 0.00116; bound 0.5732
  mean W = 0.0011, var W = 1.3513, master-eq. mean count = 1.3453
sum of derivatives = 0.37599; t dP/dt = 0.37599
d<N_descent>/dln k_descent: from count 0.8074 +- 0.0034, master eq. 0.7973
  from integral: covariance -0.5438 + explicit 1.3451 = 0.8012
batches of 10, deposition: divisor n-1 0.52684 +- 0.00121, divisor n 0.47415
last interval dropped, deposition: mean W = 0.4123, derivative = 0.35219
finite-difference runs, exchange, step 0.1 in ln k: 0.03437 +- 0.00902
  variance ratio to covariance estimator = 5.96
dP/d(exchange barrier) = 18.01541 +- 0.44369 1/eV, master eq. 17.69867
dP/d(step barrier) = 20.96641 +- 0.11151 1/eV, master eq. 20.85584
dP/d(temperature) = -0.04923 +- 0.00112 1/K, master eq. -0.04842
stationary start, gain 0.3 1/s, loss 0.5 1/s, window 2.0 s:
  path part 0.18706 + initial part 0.04732 = 0.23437
two adatoms, no flux, meeting probability in 10 s: same sublattice 0.0, opposite 0.7990
island growth: 4.0 atoms land at edge, 1.35 descend; P on 4x5 terrace = 0.54282
ordinary hops (rough barrier 0.5 eV) per run = 8.0e-12
dimer break-ups (rough bond 0.2 eV) per run < 1.7e-08
tunnelling factor (rough 3 THz barrier mode) = 1.086, change of P = -0.01264
exchange barrier +0.01 eV: P = 0.55501, linear estimate 0.60085
exchange barrier -0.01 eV: P = 0.23531, linear estimate 0.24688
```
